# London attraction among the six iodine pairs of titanium tetraiodide

## Definitions and conventions

Titanium tetraiodide, TiI$_4$, has four iodine atoms at the corners of a regular tetrahedron around titanium. The Ti–I bond length is $d$ and the distance between two iodine atoms is $r$. Each iodine is treated as a free atom with static polarisability $\alpha$ and first ionisation energy $I$.

The algebra is in atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$), in which $\alpha$ is a volume. Numbers are in eV and Å. A negative energy means attraction relative to separated atoms. The estimate is

$$E=-6\cdot\frac34\,\frac{I\alpha^2}{r^6},\qquad r=\sqrt{\tfrac83}\,d .$$

It is the leading, dipole–dipole part of the dispersion energy of the six I···I pairs, without damping for overlapping electron clouds. It leaves out Ti–I dispersion, exchange repulsion and electrostatics.

The inputs are computed. For the atom, second-order perturbation theory (MP2) with the def2-TZVPPD basis and a scalar-relativistic core potential gives $\alpha=4.76$ Å$^3$ and $I=10.25$ eV. For the molecule, the PBE0 functional with the LANL2DZ basis and one added d function on iodine gives $d=2.513$ Å. These are approximate levels of theory, and spin–orbit coupling is absent. A larger basis (def2-QZVPPD with added diffuse functions) raises the MP2 value of $I$ by 0.14 eV, to 10.39 eV, which would increase the estimate by 1.4%; it changes the Hartree–Fock polarisability by only 0.01 Å$^3$. Convergence of the MP2 polarisability and of $d$ with basis size was not examined.

## Back of the envelope

An atom with no permanent dipole still has a fluctuating one, $\mu$. Creating a dipole $\mu$ in a polarisable atom costs $\mu^2/2\alpha$. If the fluctuation energy is of the order of the electronic energy $I$, then $\mu^2\sim\alpha I$. At distance $r$ the dipole produces a field of order $\mu/r^3$, and a neighbour in this field gains an energy of order

$$\alpha\left(\frac{\mu}{r^3}\right)^2\sim I\left(\frac{\alpha}{r^3}\right)^2 .$$

With $r=4.104$ Å, $\alpha/r^3=0.0689$. One pair then gives $10.25\times0.0689^2\approx0.049$ eV, and six pairs give about 0.29 eV. The argument fixes the scaling and the order of magnitude, but not the numerical factor.

## Controlled derivation

**Geometry.** Put titanium at the origin and the iodine atoms at $d/\sqrt3$ times $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Any two of these vectors differ in two signs, so their difference has two components of size $2d/\sqrt3$ and one zero. Hence

$$r=\sqrt{2\cdot\frac{4d^2}{3}}=\sqrt{\tfrac83}\,d$$

for all six pairs, and $r=1.633\times2.513=4.104$ Å.

**The interaction.** Model each atom as a core of charge $+1$ and a bound charge $-1$, displaced by $\mathbf a$ in atom A and $\mathbf b$ in atom B. Core B lies at $r\hat{\mathbf z}$ from core A. The four Coulomb terms are

$$V=\frac1{|r\hat{\mathbf z}+\mathbf b-\mathbf a|}-\frac1{|r\hat{\mathbf z}+\mathbf b|}-\frac1{|r\hat{\mathbf z}-\mathbf a|}+\frac1r .$$

For a small vector $\mathbf s$, write $|r\hat{\mathbf z}+\mathbf s|^2=r^2(1+\varepsilon)$ with $\varepsilon=2s_z/r+s^2/r^2$. Using $(1+\varepsilon)^{-1/2}=1-\varepsilon/2+3\varepsilon^2/8-\dots$ and collecting second-order terms,

$$\frac1{|r\hat{\mathbf z}+\mathbf s|}=\frac1r-\frac{s_z}{r^2}+\frac{3s_z^2-s^2}{2r^3}+\dots$$

Insert $\mathbf s=\mathbf b-\mathbf a$, $\mathbf b$ and $-\mathbf a$ with their signs. The constants cancel, and so do the linear terms. In the quadratic terms only the cross products survive: $s^2$ leaves $-2\,\mathbf a\cdot\mathbf b$ and $s_z^2$ leaves $-2a_zb_z$. Therefore

$$V_2=\frac{\mathbf a\cdot\mathbf b-3a_zb_z}{r^3}.$$

For general charges, the displacements are replaced by the dipole moments $\boldsymbol\mu_A$ and $\boldsymbol\mu_B$.

**Second-order energy.** Let the bound charge $q$, of mass $m$, be an isotropic oscillator of frequency $\omega$. A static field $F$ displaces it by $qF/(m\omega^2)$, so $\alpha=q^2/(m\omega^2)$. In the ground state each coordinate has variance $1/(2m\omega)$, so each dipole component has

$$\langle\mu_i^2\rangle=\frac{q^2}{2m\omega}=\frac{\alpha\omega}{2}.$$

The mean of $V_2$ is zero, so there is no first-order energy. Since $V_2$ is linear in both displacements, it raises both atoms by one quantum, and every intermediate state lies $2\omega$ above the ground state. The common denominator leaves a complete sum over states:

$$E_2=-\sum_n\frac{|\langle n|V_2|0\rangle|^2}{2\omega}=-\frac{\langle V_2^2\rangle}{2\omega}.$$

The products $\mu_{A,i}\mu_{B,i}$ enter $V_2$ with coefficients $1,1,-2$. Different components are uncorrelated, so the squares add to $1+1+4=6$:

$$\langle V_2^2\rangle=\frac6{r^6}\left(\frac{\alpha\omega}2\right)^2=\frac{3\alpha^2\omega^2}{2r^6},\qquad E_2=-\frac34\,\frac{\omega\alpha^2}{r^6}.$$

This supplies the factor $3/4$ missing from the envelope argument. Setting $\omega=I$ gives the London formula.

**What replaces $\omega$ in a real atom.** A real atom has many excitation energies $\omega_n$. Let $M_n$ be the squared transition moment of one dipole component, summed over a degenerate level. For isotropic atoms the same counting gives

$$C_6=6\sum_{n,m}\frac{M_nM_m}{\omega_n+\omega_m},\qquad E_2=-\frac{C_6}{r^6}.$$

The polarisability at imaginary frequency is $\alpha(iu)=\sum_n2\omega_nM_n/(\omega_n^2+u^2)$. To bring it in, split

$$\frac1{(a^2+u^2)(b^2+u^2)}=\frac1{b^2-a^2}\left(\frac1{a^2+u^2}-\frac1{b^2+u^2}\right)$$

and integrate using $\int_0^\infty du/(a^2+u^2)=\pi/2a$. The result is $\pi/[2ab(a+b)]$, so

$$\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)} .$$

With $a=\omega_n$ and $b=\omega_m$, each factor $M_n\omega_n/(\omega_n^2+u^2)$ is half a term of $\alpha(iu)$. Thus

$$C_6=6\cdot\frac2\pi\cdot\frac14\int_0^\infty\alpha(iu)^2du=\frac3\pi\int_0^\infty\alpha(iu)^2du .$$

For one frequency, $\alpha(iu)=\alpha\omega^2/(\omega^2+u^2)$, and the integral of $1/(\omega^2+u^2)^2$ is $\pi/4\omega^3$. This returns $C_6=\tfrac34\omega\alpha^2$. For a real atom one can therefore define

$$\omega_{\rm eff}=\frac{4C_6}{3\alpha^2}.$$

London's assumption is $\omega_{\rm eff}\approx I$. It is an approximation, and nothing in the derivation makes $I$ a bound on $\omega_{\rm eff}$.

## The number

A free iodine atom has one hole in its 5p shell. The computed polarisability is 4.34 Å$^3$ for a field along the hole axis and 4.97 Å$^3$ across it. The orientation average is

$$\alpha=\frac{4.34+2\times4.97}{3}=4.76\ \text{Å}^3 .$$

The coefficient is $C_6=0.75\times10.25\times4.76^2\approx174$ eV Å$^6$, and $r^6=4.104^6\approx4780$ Å$^6$. One pair contributes $-174.4/4780=-0.0365$ eV. Six pairs give

$$E=-0.219\ \text{eV}\quad(-21.1\ \text{kJ/mol}),$$

or roughly $-0.2$ eV.

For small changes of the inputs, the logarithm of the formula gives

$$\frac{\delta E}{E}=2\frac{\delta\alpha}\alpha+\frac{\delta I}I-6\frac{\delta d}d .$$

The distance matters most. Lengthening $d$ by 0.05 Å, with $\alpha$ and $I$ held fixed, changes the total to $-0.195$ eV, a reduction of 11% in magnitude. An error of 1 eV in $I$ would change it by about 10%. Spin–orbit coupling splits the 5p hole levels of iodine by roughly that amount, so its omission should not alter the order of magnitude.

## Comparison with fuller treatments

**The single frequency.** Coupled Hartree–Fock response of the iodine atom gives $C_6=205$ eV Å$^6$ and, with the Hartree–Fock polarisability of 4.72 Å$^3$, $\omega_{\rm eff}=12.3$ eV. The ionisation energy is 0.84 of this value. With the full-response $C_6$ the six pairs give $-0.258$ eV, 18% more attraction than the London estimate. The response calculation omits electron correlation, so it is a comparison at another approximate level. It does show that using $I$ is good to some tens of per cent here.

**Non-additivity.** Four oscillators can be treated together. In mass-weighted coordinates their potential matrix is $\omega^2(\mathbf 1+\alpha\mathbf T)$. The $3\times3$ block of $\mathbf T$ for atoms $i$ and $j$ is $(\mathbf 1-3\hat{\mathbf n}\hat{\mathbf n})/r^3$, with $\hat{\mathbf n}$ along the pair. If $t_k$ are the eigenvalues of $\alpha\mathbf T$, the change in zero-point energy is

$$E=\frac\omega2\sum_k\left(\sqrt{1+t_k}-1\right)=\frac\omega2\sum_k\left(\frac{t_k}2-\frac{t_k^2}8+\frac{t_k^3}{16}-\dots\right).$$

The first sum vanishes because $\mathbf T$ has no diagonal blocks. In the second, each pair contributes $2\times6\,\alpha^2/r^6$ to $\sum_kt_k^2$, which gives $-\tfrac34\omega\alpha^2/r^6$ again.

The third sum needs closed paths of three steps, each visiting three different atoms. A triangle has six such paths (three starting points, two directions). For an equilateral triangle, unit vectors taken in order around it have mutual scalar products $-\tfrac12$. The trace of the three blocks, times $r^9$, is

$$3-9+9\cdot3\cdot\tfrac14-27\left(-\tfrac12\right)^3=\frac{33}8 .$$

Each triangle therefore contributes

$$E_3=\frac{\omega}{32}\cdot6\cdot\frac{33}8\,\frac{\alpha^3}{r^9}=+\frac{99}{128}\,\frac{\omega\alpha^3}{r^9}.$$

The tetrahedron has four triangles. Relative to the six pairs, their energy is

$$-\frac{4\times99/128}{6\times3/4}\,\frac\alpha{r^3}=-\frac{11}{16}\,\frac{\alpha}{r^3}=-0.047 .$$

The three-body energy is thus $+0.010$ eV, a small repulsion. Diagonalising the full matrix gives $-0.212$ eV, against $-0.219$ eV for the pairs alone. Within this model, pairwise addition is sound.

The same expression shows where the point-dipole model breaks down. For a single pair the $t_k$ are $\pm\alpha/r^3$, each occurring twice, and $\pm2\alpha/r^3$. A square root becomes imaginary when $r^3<2\alpha$, which for iodine means $r$ below about 2.1 Å. For the four coupled atoms of the tetrahedron the limit is slightly larger, about 2.3 Å. The distance in TiI$_4$ is well above both.

**Higher multipoles.** The next term in the expansion of $1/|r\hat{\mathbf z}+\mathbf s|$ is $-(5s_z^3-3s_zs^2)/2r^4$. With $\mathbf s=\mathbf b-\mathbf a$, its part linear in $\mathbf a$ is

$$V_3=\frac{3a_zQ_0-\sqrt3\,a_xQ_x-\sqrt3\,a_yQ_y}{r^4},$$

where $Q_0=(3b_z^2-b^2)/2$, $Q_x=\sqrt3\,b_xb_z$ and $Q_y=\sqrt3\,b_yb_z$ are equally normalised quadrupole components. The squared coefficients add to $9+3+3=15$, which takes the place of the 6 in $C_6$. Let $\alpha_2(iu)$ be the polarisability for one such component. The same frequency integral gives $(15/2\pi)\int\alpha\alpha_2\,du$, and exchanging the roles of the atoms doubles it:

$$C_8=\frac{15}\pi\int_0^\infty\alpha(iu)\,\alpha_2(iu)\,du,\qquad E_8=-\frac{C_8}{r^8}.$$

For spherical atoms, cross terms between different multipoles vanish. For the open-shell atom the responses are orientation averages, and excitations into the 5p hole are left out of $\alpha_2$.

With the def2-TZVPPD basis, the ratio of this term to the $C_6$ term is 0.34, the value in the numerical output. It is far from converged: this basis has no diffuse f functions, and a finite basis restricts the quadrupole distortion. Adding one diffuse function each of s, p and d type and two of f type (exponents 0.18 and 0.07) raises the ratio to 0.72, while $C_6$ hardly changes. The added s, p and d exponents can be taken as one third of the smallest ones in the basis. The def2-QZVPPD basis with diffuse functions added in a similar way also gives 0.72. The London result is therefore the first term of a series whose next term is of comparable size, and should not be called the whole dispersion energy.

**Damping.** The tail of an atomic orbital falls as $e^{-\kappa r}$ with $\kappa^2/2=I$, so the density falls as $e^{-br}$ with $b=2\sqrt{2I}$. Using this $b$ in the Tang–Toennies factor

$$f_n=1-e^{-br}\sum_{k=0}^n\frac{(br)^k}{k!}$$

gives $f_6=0.980$ and $f_8=0.920$. In this model damping removes 2% of the leading term. Another damping model could remove a different amount. Applying both factors to the London energy and the multipole ratio from the larger basis gives

$$-0.219\,(0.980+0.72\times0.920)\approx-0.36\ \text{eV}.$$

This is still a truncated series. The quadrupole–quadrupole part of the $r^{-10}$ term, with coefficient $(35/\pi)\int\alpha_2^2\,du$, is 0.24 of the $C_6$ term. With $f_{10}=0.79$ it adds about $-0.04$ eV, and the dipole–octupole part was not computed.

## The real molecule

TiI$_4$ is a volatile solid used as a titanium precursor, and its bond length of roughly 2.5 Å is the regime treated here. The assumption it most clearly breaks is that of free, neutral atoms. Each iodine shares its 5p hole with titanium in a bond, so the hole has a preferred direction. Using the along-axis or across-axis polarisability in place of the mean would multiply the estimate by 0.83 or 1.09. Keeping the full polarisability tensors, with each hole axis along its Ti–I bond and the same single frequency, multiplies it by 0.96.

Iodine is more electronegative than titanium and is expected to carry some negative charge. The Mulliken value in the molecular calculation, taken at a bond length of 2.57 Å, is $-0.09\,e$. It is poorly defined: uncontracting the iodine basis and adding an f function on titanium gives $-0.13\,e$ near 2.5 Å, and a Löwdin analysis in that basis gives the opposite sign, about $+0.35\,e$. At the coupled Hartree–Fock level, free iodide has 2.40 times the $C_6$ of the atom with the def2-TZVPPD basis, and 2.53 times with the added diffuse functions described above. If $C_6$ is assumed to vary linearly with charge, $-0.09\,e$ raises it by $0.09\times1.40$, or about 13%, with the first value and by about 14% with the second.

The same charges, taken as points with the unrounded value of about $-0.0945\,e$, give an I···I Coulomb repulsion of $+0.188$ eV. This number goes as the square of a basis-dependent charge, so no weight should be put on its being close in size to the London attraction. Nor is it the whole electrostatic energy. In the neutral molecule titanium carries $-4$ times the iodine charge $Q$, so the Ti–I attraction is $-16Q^2/d$ against a repulsion of $6Q^2/r$. The ratio of their magnitudes is $(16/6)(r/d)=4.4$, and the point-charge energy as a whole is attractive.

The 0.2 eV is an energy within one molecule. The six contacts are present in the vapour as well as in a solid built of tetrahedral molecules, so it is not an estimate of the energy of sublimation, which depends on contacts between molecules. The numerical output lists the inputs, the estimate and the sizes of some of the neglected effects. Ti–I dispersion, exchange repulsion and spin–orbit coupling were not computed.

## Computed results

```
INPUTS
polarisability, field along hole (MP2)   4.34 A^3
polarisability, field across hole (MP2)  4.97 A^3
mean polarisability alpha (MP2)          4.76 A^3
  the same in atomic units               32.1 a0^3
mean polarisability (Hartree-Fock)       4.72 A^3
ionisation energy I (MP2)                10.25 eV
ionisation energy (Hartree-Fock)         9.55 eV
Ti-I bond length d (PBE0)                2.513 A
I...I distance r                         4.104 A
LONDON ESTIMATE
C6 = (3/4) I alpha^2                     174.4 eV A^6
  the same in atomic units               292 Eh a0^6
energy of one pair                       -0.0365 eV
energy of six pairs                      -0.219 eV
  the same per mole                      -21.1 kJ/mol
six pairs, d longer by 0.05 A            -0.195 eV
TEST OF THE SINGLE FREQUENCY (coupled Hartree-Fock)
C6 from the full response                205.0 eV A^6
effective excitation energy              12.27 eV
ratio I / effective energy               0.84
six pairs with the full-response C6      -0.258 eV
NEGLECTED EFFECTS
alpha / r^3                              0.0689
three-body energy, four triangles        +0.0104 eV
coupled oscillators, all orders          -0.212 eV
undamped C8 term / C6 term               0.34
damping factor of C6 term                0.980
damping factor of C8 term                0.920
C6 of iodide / C6 of atom                2.40
Mulliken charge on iodine                -0.09 e
Coulomb repulsion of these charges       +0.188 eV
```
